# Velocity Mismatch and the Frequency Response of a Travelling-Wave Electro-Optic Modulator: verification in Python

```python
"""
Result under test: a lossless travelling-wave electro-optic modulator with a
matched load has, relative to its static phase response, the response
    H(f) = exp(i*Omega*L*(n_m+n_g)/(2c)) * sin(x)/x,
    x = Omega*L*(n_m-n_g)/(2c),   Omega = 2*pi*f.
L: electrode length; n_m: microwave index; n_g: optical group index;
c: speed of light. Time factor: exp(-i*Omega*t).
The checks use a discrete LC circuit, a time-domain line simulation and
coupled optical sidebands. All internal quantities are in SI units.
"""
import numpy as np
from scipy.constants import c, pi
from scipy.linalg import expm, solve_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erf, jv

length = 0.020
n_micro = 2.40
n_group = 2.25
n_phase = 1.90
z_line = 50.0
v_pi = 2.0
wavelength = 1550e-9


def sinc(x):
    return np.sinc(x / pi)


def mismatch_angle(f, n_m=n_micro, n_o=n_group):
    return pi * f * length * (n_m - n_o) / c


def response_formula(f, n_m=n_micro):
    delay_phase = pi * f * length * (n_m + n_group) / c
    return np.exp(1j * delay_phase) * sinc(mismatch_angle(f, n_m))


def circuit_integral(f, size=length, n_m=n_micro,
                     r_source=z_line, r_load=z_line, cells=8000):
    """Voltage integral seen by a light slice, per unit source voltage."""
    omega = 2 * pi * f
    dz = size / cells
    series_y = 1 / (-1j * omega * z_line * n_m / c * dz)
    shunt_y = -1j * omega * n_m / (c * z_line) * dz
    bands = np.zeros((3, cells + 1), dtype=complex)
    bands[0, 1:] = -series_y
    bands[2, :-1] = -series_y
    bands[1, :] = 2 * series_y + shunt_y
    bands[1, 0] = series_y + shunt_y / 2 + 1 / r_source
    bands[1, -1] = series_y + shunt_y / 2 + 1 / r_load
    drive = np.zeros(cells + 1, dtype=complex)
    drive[0] = 1 / r_source
    voltage = solve_banded((1, 1), bands, drive)
    z = np.linspace(0, size, cells + 1)
    seen = voltage * np.exp(1j * omega * n_group * (size - z) / c)
    return dz * (seen.sum() - (seen[0] + seen[-1]) / 2)


def circuit_response(f, n_m=n_micro, r_source=z_line, r_load=z_line):
    static_voltage = r_load / (r_source + r_load)
    integral = circuit_integral(f, n_m=n_m, r_source=r_source,
                                r_load=r_load)
    return integral / (length * static_voltage)


# Frequency response, including phase, from the discrete circuit.
frequencies = np.array([10, 20, 40, 60, 80, 120]) * 1e9
circuit_values = np.array([circuit_response(f) for f in frequencies])
formula_values = response_formula(frequencies)
circuit_error = np.max(abs(circuit_values - formula_values))
assert circuit_error < 1e-3  # finite circuit-cell error

# Equal velocities, reversed mismatch and a mismatched source.
flat_response = abs(circuit_response(100e9, n_m=n_group))
reversed_response = abs(circuit_response(40e9, n_m=2.10))
source_response = circuit_response(40e9, r_source=25.0)
assert abs(flat_response - 1) < 1e-3
assert abs(reversed_response - abs(response_formula(40e9))) < 1e-3
assert abs(source_response - response_formula(40e9)) < 1e-3

# Half-power frequency, first null and best length at fixed frequency.
walkoff = length * abs(n_micro - n_group) / c
x_half = brentq(lambda x: sinc(x) - 1 / np.sqrt(2), 0.1, 3.0)
f_half = x_half / (pi * walkoff)
f_half_circuit = brentq(
    lambda f: abs(circuit_response(f))**2 - 0.5, 20e9, 80e9)
f_null = 1 / walkoff
null_circuit = abs(circuit_response(f_null))
f_length = 50e9
best_length = c / (2 * f_length * abs(n_micro - n_group))
search = minimize_scalar(
    lambda size: -abs(circuit_integral(f_length, size=size)),
    bounds=(0.005, 0.035), method="bounded", options={"xatol": 1e-6})
assert abs(f_half_circuit / f_half - 1) < 1e-3
assert null_circuit < 1e-3
assert abs(search.x / best_length - 1) < 5e-3

# A mismatched load adds the backward microwave wave.
f_test = 40e9
r_bad = 25.0
reflection = (r_bad - z_line) / (r_bad + z_line)
x_plus = pi * f_test * length * (n_micro + n_group) / c
back_phase = pi * f_test * length * (3 * n_micro + n_group) / c
bad_formula = (response_formula(f_test) + reflection
               * np.exp(1j * back_phase) * sinc(x_plus)) / (1 + reflection)
bad_circuit = circuit_response(f_test, r_load=r_bad)
assert abs(bad_circuit - bad_formula) < 1e-3
assert abs(abs(bad_circuit) - abs(response_formula(f_test))) > 0.1

# Time-domain line with a Gaussian forward pulse of unit peak.
cells = 1000
dt = length / cells * n_micro / c
steps = int(200e-12 / dt) + 2
pulse_sigma = 2e-12
pulse_centre = 20e-12
times = np.arange(steps) * dt
pulse = np.exp(-(times - pulse_centre)**2 / (2 * pulse_sigma**2))
history = np.zeros((steps, cells + 1))
current = np.zeros(cells)
for n in range(steps - 1):
    current -= np.diff(history[n]) / z_line
    history[n + 1, 1:-1] = history[n, 1:-1] - z_line * np.diff(current)
    source_voltage = pulse[n] + pulse[n + 1]
    history[n + 1, 0] = source_voltage - z_line * current[0]
    history[n + 1, -1] = z_line * current[-1]

z_grid = np.linspace(0, length, cells + 1)
columns = np.arange(cells + 1)
exit_times = np.linspace(155e-12, 195e-12, 401)
simulated = []
for exit_time in exit_times:
    position = (exit_time - (length - z_grid) * n_group / c) / dt
    lower = np.floor(position).astype(int)
    part = position - lower
    seen = ((1 - part) * history[lower, columns]
            + part * history[lower + 1, columns])
    simulated.append((seen.sum() - (seen[0] + seen[-1]) / 2) / cells)
simulated = np.array(simulated)
start = exit_times - length * n_micro / c
stop = exit_times - length * n_group / c
scale = np.sqrt(2) * pulse_sigma
window_average = (pulse_sigma * np.sqrt(pi / 2) / walkoff
                  * (erf((stop - pulse_centre) / scale)
                     - erf((start - pulse_centre) / scale)))
pulse_error = np.max(abs(simulated - window_average))
assert pulse_error < 2e-3  # interpolation and spatial-grid error

# Sidebands with a dispersive index: phase index and group index differ.
omega_0 = 2 * pi * c / wavelength
omega_m = 2 * pi * f_test
index_slope = n_group - n_phase


def beta(omega):
    return omega / c * (n_phase + index_slope * (omega - omega_0) / omega_0)


orders = np.arange(-12, 13)
drive_voltage = 1.0
static_phase = pi * drive_voltage / v_pi
detuning = (beta(omega_0 + orders * omega_m) - beta(omega_0)
            - orders * omega_m * n_micro / c)
coupling = static_phase / (2 * length)
matrix = np.diag(detuning) + coupling * (
    np.eye(len(orders), k=1) + np.eye(len(orders), k=-1))
initial = (orders == 0).astype(complex)
sidebands = abs(expm(1j * length * matrix) @ initial)
phase_peak = static_phase * abs(sinc(mismatch_angle(f_test)))
wrong_x = mismatch_angle(f_test, n_o=n_phase)
wrong_peak = static_phase * abs(sinc(wrong_x))
sideband_error = np.max(abs(sidebands - abs(jv(orders, phase_peak))))
first_sideband = sidebands[np.where(orders == 1)[0][0]]
beta_two = 2 * index_slope / (omega_0 * c)
dispersion_phase = beta_two * omega_m**2 * length / 2
assert sideband_error < 5e-3  # neglected group-velocity dispersion
assert abs(first_sideband - jv(1, wrong_peak)) > 0.2

# Intensity response of a quadrature-biased Mach-Zehnder modulator.
small_voltage = 0.1
small_phase = pi * small_voltage / v_pi
angles = 2 * pi * np.arange(256) / 256


def fundamental(phase_amplitude):
    power = (1 + np.sin(phase_amplitude * np.cos(angles))) / 2
    return 2 * np.mean(power * np.cos(angles))


dynamic_phase = small_phase * abs(circuit_response(f_test))
dynamic_power = fundamental(dynamic_phase)
static_power = fundamental(small_phase)
intensity_ratio = dynamic_power / static_power
assert abs(dynamic_power - jv(1, dynamic_phase)) < 1e-10
assert abs(intensity_ratio - abs(response_formula(f_test))) < small_phase**2/8

print(f"Electrode length: {length*1e3:.1f} mm")
print(f"Microwave index: {n_micro:.2f} (dimensionless)")
print(f"Optical group index: {n_group:.2f} (dimensionless)")
print(f"Optical phase index: {n_phase:.2f} (dimensionless)")
print(f"Line impedance: {z_line:.1f} ohm")
print(f"Static half-wave voltage: {v_pi:.2f} V")
print(f"Optical wavelength: {wavelength*1e9:.0f} nm")
print(f"Microwave transit time: {length*n_micro/c*1e12:.3f} ps")
print(f"Optical transit time: {length*n_group/c*1e12:.3f} ps")
print(f"Walk-off time: {walkoff*1e12:.3f} ps")
print(f"Half-power angle x: {x_half:.5f} rad")
print(f"Half-power frequency, formula: {f_half/1e9:.3f} GHz")
print(f"Half-power frequency, circuit: {f_half_circuit/1e9:.3f} GHz")
print(f"First null frequency: {f_null/1e9:.3f} GHz")
print(f"Circuit amplitude at first null: {null_circuit:.2e} (relative)")
for f, exact, numeric in zip(frequencies, formula_values, circuit_values):
    print(f"At {f/1e9:.0f} GHz: x={mismatch_angle(f):.4f} rad, "
          f"|H| formula={abs(exact):.5f}, circuit={abs(numeric):.5f}, "
          f"level={20*np.log10(abs(exact)):.3f} dB")
print(f"Largest complex circuit error: {circuit_error:.2e} (relative)")
print(f"Equal-velocity |H| at 100 GHz: {flat_response:.5f} (relative)")
print(f"|H| at 40 GHz with microwave index 2.10: {reversed_response:.5f}")
print(f"|H| at 40 GHz with 25 ohm source: {abs(source_response):.5f}")
print(f"Load-mismatch resistance: {r_bad:.1f} ohm")
print(f"Load reflection coefficient: {reflection:.5f} (dimensionless)")
print(f"Mismatched-load |H| at 40 GHz, formula: {abs(bad_formula):.5f}")
print(f"Mismatched-load |H| at 40 GHz, circuit: {abs(bad_circuit):.5f}")
print(f"Best length at 50 GHz, formula: {best_length*1e3:.3f} mm")
print(f"Best length at 50 GHz, circuit: {search.x*1e3:.3f} mm")
print(f"Input pulse standard deviation: {pulse_sigma*1e12:.2f} ps")
print(f"Averaged pulse peak, formula: {window_average.max():.5f} (relative)")
print(f"Averaged pulse peak, simulation: {simulated.max():.5f} (relative)")
print(f"Largest pulse error: {pulse_error:.2e} (relative)")
print(f"Sideband-test drive amplitude: {drive_voltage:.2f} V")
print(f"Static phase amplitude in sideband test: {static_phase:.5f} rad")
print(f"Phase amplitude at 40 GHz: {phase_peak:.5f} rad")
print(f"First sideband amplitude, numerical: {first_sideband:.5f}")
print(f"First sideband amplitude, group index: {jv(1, phase_peak):.5f}")
print(f"First sideband amplitude, phase index: {jv(1, wrong_peak):.5f}")
print(f"Largest sideband error: {sideband_error:.2e} (relative)")
print(f"Neglected dispersion phase at 40 GHz: {dispersion_phase:.2e} rad")
print(f"Mach-Zehnder drive amplitude: {small_voltage:.2f} V")
print(f"Mach-Zehnder static phase amplitude: {small_phase:.5f} rad")
print(f"Mach-Zehnder intensity ratio at 40 GHz: {intensity_ratio:.5f}")
print(f"Effective half-wave voltage at 40 GHz: "
      f"{v_pi/abs(response_formula(f_test)):.4f} V")
print("every check passed")
```

Running it gives:

```
Electrode length: 20.0 mm
Microwave index: 2.40 (dimensionless)
Optical group index: 2.25 (dimensionless)
Optical phase index: 1.90 (dimensionless)
Line impedance: 50.0 ohm
Static half-wave voltage: 2.00 V
Optical wavelength: 1550 nm
Microwave transit time: 160.111 ps
Optical transit time: 150.104 ps
Walk-off time: 10.007 ps
Half-power angle x: 1.39156 rad
Half-power frequency, formula: 44.264 GHz
Half-power frequency, circuit: 44.263 GHz
First null frequency: 99.931 GHz
Circuit amplitude at first null: 1.05e-04 (relative)
At 10 GHz: x=0.3144 rad, |H| formula=0.98361, circuit=0.98361, level=-0.144 dB
At 20 GHz: x=0.6288 rad, |H| formula=0.93540, circuit=0.93540, level=-0.580 dB
At 40 GHz: x=1.2575 rad, |H| formula=0.75652, circuit=0.75651, level=-2.424 dB
At 60 GHz: x=1.8863 rad, |H| formula=0.50399, circuit=0.50396, level=-5.952 dB
At 80 GHz: x=2.5150 rad, |H| formula=0.23315, circuit=0.23308, level=-12.647 dB
At 120 GHz: x=3.7725 rad, |H| formula=0.15637, circuit=0.15647, level=-16.117 dB
Largest complex circuit error: 1.35e-04 (relative)
Equal-velocity |H| at 100 GHz: 1.00001 (relative)
|H| at 40 GHz with microwave index 2.10: 0.75652
|H| at 40 GHz with 25 ohm source: 0.75651
Load-mismatch resistance: 25.0 ohm
Load reflection coefficient: -0.33333 (dimensionless)
Mismatched-load |H| at 40 GHz, formula: 1.14495
Mismatched-load |H| at 40 GHz, circuit: 1.14494
Best length at 50 GHz, formula: 19.986 mm
Best length at 50 GHz, circuit: 19.985 mm
Input pulse standard deviation: 2.00 ps
Averaged pulse peak, formula: 0.49479 (relative)
Averaged pulse peak, simulation: 0.49476 (relative)
Largest pulse error: 6.52e-05 (relative)
Sideband-test drive amplitude: 1.00 V
Static phase amplitude in sideband test: 1.57080 rad
Phase amplitude at 40 GHz: 1.18833 rad
First sideband amplitude, numerical: 0.49537
First sideband amplitude, group index: 0.49528
First sideband amplitude, phase index: 0.16040
Largest sideband error: 1.57e-04 (relative)
Neglected dispersion phase at 40 GHz: 1.21e-03 rad
Mach-Zehnder drive amplitude: 0.10 V
Mach-Zehnder static phase amplitude: 0.15708 rad
Mach-Zehnder intensity ratio at 40 GHz: 0.75751
Effective half-wave voltage at 40 GHz: 2.6437 V
every check passed
```
